# Electron-neutrino correlation and the Fierz term in allowed beta decay

**Question**

I am trying to show that the electron-neutrino correlation coefficient in allowed beta decay is $+1$, $-1$, $-1/3$ and $+1/3$ for vector, scalar, axial and tensor couplings, and to derive the Fierz term proportional to $m/E$.

The vector trace seems manageable, but I get lost in the axial and tensor ones. I don't see where the factor $1/3$ comes from, or why the tensor sign is opposite to the axial one. Also, whenever I take a single coupling, the term with one power of the electron mass drops out of my trace. So where does $m/E$ come from?

**Answer**

Your vanishing mass term is correct: a single coupling has no Fierz term. It comes from interference, between scalar and vector or between tensor and axial. The factor $1/3$ comes from averaging over nuclear spin directions. This average turns the Gamow-Teller traces into the Fermi ones with the antineutrino momentum $\mathbf q$ replaced by $-\mathbf q/3$.

**What is being calculated**

Take $\hbar=c=1$, metric $(+,-,-,-)$ and the Dirac representation. The electron has four-momentum $p=(E,\mathbf p)$, the massless antineutrino $q=(E_\nu,\mathbf q)$. Write $P=|\mathbf p|$, $\beta=P/E$, and $\theta$ for the angle between $\mathbf p$ and $\mathbf q$. The coefficients $a$ and $b$ are defined by

$$W=\xi\left(1+a\beta\cos\theta+b\,\frac mE\right),$$

where $W$ is the squared amplitude, summed over final spins, averaged over initial ones, and divided by the spinor normalization $2E\cdot2E_\nu$. Note that $a$ multiplies $\beta\cos\theta$, not $\cos\theta$.

The assumptions are: tree level, an unoriented nucleus, nucleons at rest, lepton waves constant over the nucleus, and no Coulomb distortion of the electron wave. The interaction is

$$\begin{aligned}H={}&(\bar p n)(\bar e X_S\nu)+(\bar p\gamma^\mu n)(\bar e\gamma_\mu X_V\nu)\\&-(\bar p\gamma^\mu\gamma_5n)(\bar e\gamma_\mu\gamma_5X_A\nu)+\tfrac12(\bar p\sigma^{\mu\nu}n)(\bar e\sigma_{\mu\nu}X_T\nu)+\text{h.c.},\end{aligned}$$

with $X_i=C_i+C_i'\gamma_5$. The primed constants allow parity violation.

**Step 1: nucleons at rest**

A nucleon at rest has the spinor $(\chi,0)$, so a current survives only if $\gamma^0$ times its matrix connects upper components with upper ones. Let $\Sigma^k$ be the $4\times4$ spin matrix, with $\sigma^k$ in both diagonal blocks.

- $\bar pn$ and $\bar p\gamma^0n$ both become $\chi_p^\dagger\chi_n$.
- $\gamma^0\gamma^k\gamma_5=\Sigma^k$, so $\bar p\gamma^k\gamma_5n$ becomes $\chi_p^\dagger\sigma^k\chi_n$.
- $\sigma^{ij}=\epsilon^{ijk}\Sigma^k$, so $\bar p\sigma^{ij}n$ becomes $\epsilon^{ijk}\chi_p^\dagger\sigma^k\chi_n$.
- The currents with $\gamma^k$, $\gamma^0\gamma_5$, $\sigma^{0k}$ and $\gamma_5$ connect upper with lower components and vanish. This is also why no pseudoscalar coupling appears.

Now contract with the leptons. In the axial term $\gamma_k=-\gamma^k$ cancels the explicit minus sign, leaving $\sigma^k$ times $\gamma^k\gamma_5X_A$. In the tensor term $\tfrac12\epsilon^{ijk}\epsilon^{ijl}=\delta^{kl}$ leaves $\sigma^k$ times $\Sigma^kX_T$. Multiplying $\gamma^0\gamma^k\gamma_5=\Sigma^k$ by $\gamma^0$ gives $\gamma^k\gamma_5=\gamma^0\Sigma^k$. Since $\Sigma^k$ commutes with $\gamma^0$ and $\gamma_5$, the amplitude is

$$\mathcal M=M_F\,\bar u\,(X_S+\gamma^0X_V)\,v+\sum_kM_{GT}^k\,\bar u\,(X_T+\gamma^0X_A)\,\Sigma^k v .$$

Here $M_F$ and $M_{GT}^k$ are the nuclear matrix elements of $1$ and $\sigma^k$, with the operator turning a neutron into a proton understood. The second term is the first with $S\to T$, $V\to A$ and an extra $\Sigma^k$. Two traces therefore serve for all four couplings.

**Step 2: the Fermi traces**

Let $\Gamma=X_S+\gamma^0X_V$ and $\bar\Gamma=\gamma^0\Gamma^\dagger\gamma^0$. With $\sum u\bar u=\not p+m$ and $\sum v\bar v=\not q$, the lepton spin sum is

$$L=\mathrm{Tr}\left[(\not p+m)\,\Gamma\not q\,\bar\Gamma\right],\qquad \bar\Gamma=(C_S^*-C_S'^*\gamma_5)+\gamma^0X_V^\dagger .$$

The minus sign arises because $\gamma_5$ anticommutes with $\gamma^0$. A trace needs an even number of gamma matrices ($\gamma_5$ counts as even). The scalar-scalar and vector-vector parts contain one and three gammas besides the electron factor, so they select $\not p$. The mixed parts contain two, so they select $m$. That is why your mass term vanished.

*Scalar.* Moving $X_S$ through $\not q$ reverses the sign of its $\gamma_5$:

$$X_S\not q(C_S^*-C_S'^*\gamma_5)=\not q\left[N_S-2\,\mathrm{Re}(C_SC_S'^*)\gamma_5\right],\qquad N_i=|C_i|^2+|C_i'|^2 .$$

The trace of $\gamma_5$ with two gammas is zero, so

$$L_S=4N_S\,p\cdot q=4N_S(EE_\nu-\mathbf p\cdot\mathbf q).$$

*Vector.* Here $X_V$ passes two gammas, $\not q$ and $\gamma^0$, so its sign returns, and $X_VX_V^\dagger=N_V+2\,\mathrm{Re}(C_VC_V'^*)\gamma_5$. The $\gamma_5$ trace vanishes because $\gamma^0\not q\gamma^0$ is again a single slashed vector. In fact

$$\gamma^0\not q\,\gamma^0=\gamma^0E_\nu+\boldsymbol\gamma\cdot\mathbf q,$$

which is $\not q$ with $\mathbf q\to-\mathbf q$. Hence

$$L_V=4N_V(EE_\nu+\mathbf p\cdot\mathbf q).$$

*Interference.* The first mixed term is

$$m\,\mathrm{Tr}[X_S\not q\gamma^0X_V^\dagger]=m\,\mathrm{Tr}[\not q\gamma^0X_V^\dagger X_S]=4mE_\nu(C_SC_V^*+C_S'C_V'^*),$$

because $\mathrm{Tr}[\not q\gamma^0]=4E_\nu$ and the part with $\gamma_5$ has zero trace. In the other mixed term, $X_V\not q=\not q(C_V-C_V'\gamma_5)$, which gives

$$m\,\mathrm{Tr}[\gamma^0X_V\not q(C_S^*-C_S'^*\gamma_5)]=4mE_\nu(C_VC_S^*+C_V'C_S'^*),$$

the complex conjugate of the first. Their sum is $8mE_\nu\,\mathrm{Re}(C_SC_V^*+C_S'C_V'^*)$.

Divide by $4EE_\nu$ and use $\mathbf p\cdot\mathbf q/(EE_\nu)=\beta\cos\theta$:

$$W_F=|M_F|^2\left[N_S(1-\beta\cos\theta)+N_V(1+\beta\cos\theta)+\frac{2m}{E}\mathrm{Re}(C_SC_V^*+C_S'C_V'^*)\right].$$

So $a=-1$ for pure scalar and $a=+1$ for pure vector. The factor $m/E$ is the electron mass from the spin sum over the energy from the normalization.

**Step 3: the Gamow-Teller factor 1/3**

After the spin sum and average, no direction is preferred. The nuclear tensor must therefore be isotropic:

$$\overline{\sum}\,M_{GT}^kM_{GT}^{l*}=\frac{\delta^{kl}}3|M_{GT}|^2,\qquad \overline{\sum}\,M_F^*M_{GT}^k=0 .$$

The second sum would be a fixed vector, and there is none. This removes interference between the Fermi and Gamow-Teller parts.

Since $\gamma^0\Sigma^k\gamma^0=\Sigma^k$, the Gamow-Teller trace is the Fermi trace with $\not q$ replaced by $\tfrac13\sum_k\Sigma^k\not q\Sigma^k$. The time part is simple: $\sum_k\Sigma^k\gamma^0\Sigma^k=3\gamma^0$. For the space part write $\gamma^j=\gamma^0\gamma_5\Sigma^j$, whose first two factors commute with $\Sigma^k$. In $\sum_k\Sigma^k\Sigma^j\Sigma^k$ the term $k=j$ gives $+\Sigma^j$ and each of the other two gives $-\Sigma^j$, in total $-\Sigma^j$. Thus

$$\frac13\sum_k\Sigma^k(\gamma^0E_\nu-\boldsymbol\gamma\cdot\mathbf q)\Sigma^k=\gamma^0E_\nu+\frac13\boldsymbol\gamma\cdot\mathbf q .$$

This is the rule $\mathbf q\to-\mathbf q/3$ with $E_\nu$ unchanged. The new four-vector is not lightlike, but Step 2 never used $q^2=0$, so its traces still apply. Axial inherits the vector result, $a=-\tfrac13(+1)=-\tfrac13$. Tensor inherits the scalar result, $a=-\tfrac13(-1)=+\tfrac13$. The interference term contains $E_\nu$ but not $\mathbf q$, so it keeps its form.

**The general result**

$$\xi=|M_F|^2(N_S+N_V)+|M_{GT}|^2(N_T+N_A),$$

$$a\xi=|M_F|^2(N_V-N_S)+\tfrac13|M_{GT}|^2(N_T-N_A),$$

$$b\xi=\pm2\,\mathrm{Re}\left[|M_F|^2(C_SC_V^*+C_S'C_V'^*)+|M_{GT}|^2(C_TC_A^*+C_T'C_A'^*)\right].$$

The upper sign is for electrons, the lower for positrons. Positron decay uses the Hermitian conjugate interaction, with lepton amplitude $\bar u_\nu\bar\Gamma v_e$ in the Fermi case. Its spin sum is $\mathrm{Tr}[\not q\bar\Gamma(\not p-m)\Gamma]$, which by cyclic order is the earlier trace with $m\to-m$. The Gamow-Teller case changes in the same way. Thus $b$ changes sign and $a$ does not.

**What the signs mean**

Take $E=2m$, so $\beta=0.866$. For pure vector coupling $W/\xi$ is $1+0.866=1.866$ for parallel leptons and $0.134$ for opposite ones. For scalar coupling the two values are exchanged.

Angular momentum explains this in a $0\to0$ decay, where the leptons carry away none. Let $C'=C$. The vector amplitude contains $\bar u\gamma^0(1+\gamma_5)v=u^\dagger(1+\gamma_5)v$, and the scalar one contains $u^\dagger\gamma^0(1+\gamma_5)v=u^\dagger(1-\gamma_5)\gamma^0v$. The electrons have opposite chirality in the two cases, while the antineutrino is the same, with negative helicity. As $\beta\to1$, electron chirality becomes helicity. Vector coupling then gives leptons of opposite helicity. If they flew apart back to back, their spins would add to one unit along the line of flight, so this configuration is forbidden. Scalar coupling gives equal helicities, and the parallel configuration is forbidden instead.

(In this convention the observed left-handed neutrino has $C'=-C$. Reversing all primed constants leaves $\xi$, $a$ and $b$ unchanged.)

For the axial $-1/3$, consider a $J=1$, $M=0$ state aligned along $z$ and decaying to $J=0$. Only $M_{GT}^z$ is nonzero. The product $\Sigma^z\not q\Sigma^z$ reverses $q_x$ and $q_y$ but keeps $q_z$, so the vector trace gives

$$W\propto1+\frac{p_zq_z-p_xq_x-p_yq_y}{EE_\nu}.$$

If both leptons move along the $z$ axis, the coefficient of $\beta\cos\theta$ is $+1$; along $x$ or $y$ it is $-1$. The mean is $(1-1-1)/3=-1/3$. An oriented nucleus therefore need not show the coefficient $-1/3$ when the leptons are detected only in selected directions. If all orientations of the lepton pair are counted equally at fixed $\theta$, the average is again $-1/3$.

**When the Fierz term vanishes**

The electron spin sum can be written $\sum uu^\dagger=E+\boldsymbol\alpha\cdot\mathbf p+m\gamma^0$, with $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$. Only $m\gamma^0$ connects opposite chiralities. Scalar and vector coupling to the same neutrino chirality create electrons of opposite chirality, so they interfere only through the mass.

If instead $C_V'=C_V$ but $C_S'=-C_S$, the two couplings involve orthogonal neutrino states and $b=0$. It also vanishes if the interference is purely imaginary, for instance with real $C_V=C_V'$ and imaginary $C_S=C_S'$. Thus $b=0$ does not by itself exclude a scalar coupling.

**A numerical case**

Take a pure Fermi decay with $|M_F|^2=1$, $C_V=C_V'=1$ and $C_S=C_S'=0.05$. These are round model values. Then $N_V=2$, $N_S=0.005$, and for electrons

$$\xi=2.005,\qquad a=\frac{2-0.005}{2.005}=0.9950,\qquad b=\frac{2(0.05+0.05)}{2.005}=0.0998 .$$

To leading order, the small scalar coupling enters $b$ linearly but $1-a$ quadratically, which is why $b$ is the larger effect here.

At fixed energy, dividing $W$ by its angular mean gives an apparent coefficient $a/(1+bm/E)$. At $E=2m$ this is $0.9950/1.0499=0.948$ for electrons. For positrons it is $1.047$. A value above 1 is allowed, because the rate is still positive: $1.047\times0.866<1$.

For the total rate we need phase space. The nucleus absorbs the recoil momentum but, in this approximation, no energy, so $E_\nu=E_0-E$, with $E_0$ the maximum total electron energy. From $2\pi\,\delta(E_0-E-E_\nu)\,W\,d^3p\,d^3q/(2\pi)^6$, with $d^3p=PE\,dE\,d\Omega_e$ and $d^3q=E_\nu^2dE_\nu d\Omega_\nu$,

$$d\Gamma=\frac{\xi}{(2\pi)^5}PE(E_0-E)^2\left(1+a\beta\cos\theta+b\frac mE\right)dE\,d\Omega_e\,d\Omega_\nu .$$

The angular integral removes $a$, so the total rate is multiplied by $1+b\langle m/E\rangle$. Set $m=1$, $P_0=\sqrt{E_0^2-1}$, $\ell=\ln(E_0+P_0)$ and $J_n=\int_1^{E_0}PE^n\,dE$. Then

$$J_0=\frac{E_0P_0-\ell}2,\quad J_1=\frac{P_0^3}3,\quad J_2=\frac{E_0P_0^3}4+\frac{E_0P_0-\ell}8,\quad J_3=\frac{P_0^5}5+\frac{P_0^3}3 .$$

The odd ones follow from $E\,dE=P\,dP$; the even ones are confirmed by differentiating with respect to $E_0$, using $dP_0/dE_0=E_0/P_0$ and $d\ell/dE_0=1/P_0$. Expanding $(E_0-E)^2$ gives

$$\left\langle\frac mE\right\rangle=\frac{E_0^2J_0-2E_0J_1+J_2}{E_0^2J_1-2E_0J_2+J_3}.$$

For $E_0=3$ this is $2.807/4.763=0.589$. The electron rate is multiplied by $1+0.0998\times0.589=1.059$, the positron rate by $0.941$. These factors are relative to the same $\xi$ without the Fierz term. They share one value of $\langle m/E\rangle$ only because Coulomb distortion is neglected. In a real nucleus the Coulomb field shifts the spectrum toward low energy for electrons and toward high energy for positrons. For a daughter charge $Z=20$ and the same $E_0$, weighting with the Fermi function gives roughly $0.61$ for electrons and $0.57$ for positrons.

**Mixed decays**

The four values belong to pure couplings. A single free nucleon has $|M_F|^2=1$ and $|M_{GT}|^2=\tfrac12\sum_k\mathrm{Tr}(\sigma^k\sigma^k)=3$. With vector and axial couplings satisfying $N_A=\lambda^2N_V$,

$$a=\frac{1-\lambda^2}{1+3\lambda^2}.$$

For the round value $\lambda=1.25$ this is $-0.5625/5.6875=-0.099$. The vector part contributes $+1/5.6875=+0.176$ and the axial part $-1.5625/5.6875=-0.275$. The small value is what remains after these two terms, both reduced by the denominator $1+3\lambda^2$, partly cancel.
